Why Electron–Hole Attraction Lowers Absorption Above the Gap in Quantum Wires

Q. I am told that in a quantum wire the electron–hole attraction lowers the absorption above the gap. In bulk crystals attraction enhances it. What exactly is being computed?

A. Take a two-band effective-mass model with reduced mass μ and dielectric constant ε, a dipole-allowed edge, an interband matrix element independent of wave vector, and no exchange. The photon creates electron and hole at the same point, so a pair state with relative wave function φ(z) absorbs in proportion to |φ(0)|². Measure energy from the gap in the exciton Rydberg R, which is μ/ε² times the hydrogen Rydberg (μ in electron masses), and length in a, which is ε/μ times the Bohr radius. Then ħ²/(2μa²) = R and the Coulomb energy at distance a is 2R. The transverse size of the wire is represented by a cutoff z₀ > 0:

H = −d²/dz² − U(z),  U = 2/(|z| + z₀)

The Elliott formula is

A(E) = Σₙ |φₙ(0)|² δ(E − Eₙ)

Odd states vanish at z = 0, so only even states count. Without U the states are e^(iqz)/√Λ in a length Λ, and for E = k² the two roots q = ±k each contribute 1/(2k):

A₀ = ∫ (dq/2π) δ(E − q²) = 1/(2πk)

This is the inverse-square-root edge. The Sommerfeld factor is S = A/A₀.

Q. With a long-range tail I distrust ratios of continuum states. How is S tied to a wave function?

A. Far out an even solution is B cos(k|z| + k⁻¹ ln 2k|z| + δ). In a box |z| < Λ/2 normalization gives B²Λ/2 = 1. Successive even states advance the phase kΛ/2 by π, so dn/dk = Λ/(2π); the logarithm changes this by a fraction of order (ln Λ)/Λ, which vanishes. Hence

A dE = (φ(0)²/B²)(2/Λ)(Λ/2π) dk = (φ(0)²/B²) dk/π

and with dE = 2k dk,

S = φ(0)²/B²

For a closed form put x = |z| + z₀ and let h(x) be the outgoing solution of h″ + (k² + 2/x)h = 0, with constant modulus |h∞| at infinity. Write h₀ = h(z₀) and D = −h′(z₀)/h₀. The flux Im(h*h′) is independent of x, because its derivative Im(h*h″) vanishes. Equating it at z₀ and at infinity,

−|h₀|² Im D = k|h∞|²

The real function φ = Im[h′(z₀)* h(x)] solves the equation and has φ′(z₀) = Im|h′(z₀)|² = 0, so it is the even state. Its value at the origin is Im(−D*|h₀|²) = |h₀|² Im D and its amplitude is |D||h₀||h∞|. Therefore

S = |h₀|²(Im D)²/(|D|²|h∞|²) = −k Im D/|D|²

In the variable ρ = kx the equation reads h_ρρ + (1 − 2η/ρ)h = 0 with η = −1/k, the Coulomb wave equation for L = 0. Choosing h = G₀ + iF₀, which has unit modulus at infinity and unit flux F₀′G₀ − F₀G₀′ = 1, the same construction gives |φ(0)| = 1 and amplitude |h′|, so

S = 1/[F₀′(η, kz₀)² + G₀′(η, kz₀)²]

Q. A formula in special functions does not show me that S is below one. Is it so for every k and z₀, or only for a narrow wire?

A. For every k and z₀. On z > 0 write φ″ = −Qφ with Q = k² + U, so Q > 0 and Q′ < 0. Define two functions and differentiate:

M₁ = φ² + φ′²/Q,  M₁′ = 2φφ′ + 2φ′φ″/Q − Q′φ′²/Q² = −Q′φ′²/Q² ≥ 0

M₂ = φ′² + Qφ²,  M₂′ = 2φ′φ″ + 2Qφφ′ + Q′φ² = Q′φ² ≤ 0

In each line the first two terms cancel by the equation of motion. M₁ rises, and M₁ = M₂/Q ≤ M₂(0)/k² bounds it, so it has a limit; that limit is B², and M₂ tends to k²B². The even state has φ′(0) = 0, so M₁(0) = φ(0)² and M₂(0) = Q(0)φ(0)². Neither φ nor φ′ vanishes identically, so both inequalities are strict:

φ(0)² < B²,  (k² + 2/z₀) φ(0)² > k²B²

k²/(k² + 2/z₀) < S < 1

This is the Sonine–Pólya argument. The origin is an antinode, and antinodes are lower where the pair moves faster.

Q. Then your argument should forbid the enhancement in three dimensions too.

A. There the boundary condition selects the other inequality. For an s wave u = rψ vanishes at the origin and the absorption is proportional to u′(0)². The enhancement factor is u′(0)²/(k²B²), equal to one for sin kr. With u(0) = 0 we have M₂(0) = u′(0)² > k²B², so the factor exceeds one. The odd states of the wire obey the same condition. Taking φ = Im[h₀* h(x)], the slope at the origin is the flux, the amplitude is |h₀||h∞|, and the factor is −Im D/k. Integrating the Schrödinger equation at k = 1/a gives 2.8429 for z₀ = 0.2a and 6.2946 for z₀ = 10⁻⁶a. The integration is eighth-order Runge–Kutta out to z = 300/k, with the amplitude read from the WKB form φ = C p^(−1/2) cos θ, p = √Q. That form has φ′ = −C p^(1/2) sin θ − Q′φ/(4Q), and p → k at infinity, so

C² = pφ² + [φ′ + Q′φ/(4Q)]²/p = kB²

Q. You used nothing about 2/(|z| + z₀) except Q′ < 0. Would any attraction do?

A. Any attraction that decreases strictly with |z| to zero and is finite at the origin, with U(0) in place of 2/z₀. If U is flat in places the inequalities can become equalities: for a square well of depth 10 R and half-width a, φ = cos Kz inside with K² = k² + 10 and B² = cos²K + (K/k)² sin²K, so S = 1 at K = 2π and S equals the lower bound at K = 3π/2. The soft-core form 2/√(z² + z₀²) with z₀ = 0.2a gives S = 0.2708 at k = 1/a by the same integration. Attraction alone is not enough. Introduce 𝒢(E) = ⟨0|(H − E)⁻¹|0⟩ = Σ|φₙ(0)|²/(Eₙ − E). Since Im 1/(Eₙ − E − i0) = πδ(E − Eₙ), A = Im 𝒢/π and S = 2k Im 𝒢. The free kernel is i e^(ik|z|)/(2k), and the first Born term ∫𝒢₀U𝒢₀ dz is −(1/4k²)·2∫₀^∞ U e^(2ikz) dz. To first order in U,

S − 1 = −(1/k) ∫₀^∞ U(z) sin 2kz dz

For strictly decreasing U each positive half-wave of the sine outweighs the negative one after it. For a well centred at |z| = 2a the sine is −1 at the centre when 4k = 3π/2, k = 1.1781/a, and the sign reverses. Integration with U = 0.5 exp(−4(|z| − 2)²) gives S = 1.2665 there.

Q. S < 1 does not remove a singularity: S → 1/2 would leave 1/k intact. What happens at the edge?

A. We need S/k = φ(0)²/C² as k → 0. For x ≪ 1/k² the term k² is negligible beside 2/x. For x ≫ 1 the WKB form holds, since Q″/Q² ≤ 1/x. For small k the two regions overlap, so C² can be read from the zero-energy solution. Put s = √(8x), d/dx = (4/s) d/ds, and let Z be J or Y. With (sZ₁)′ = sZ₀ and Z₀′ = −Z₁,

u = √x Z₁ = sZ₁/√8,  u′ = √2 Z₀,  u″ = −4√2 Z₁/s = −2u/x

The combination with zero slope at s₀ = √(8z₀) is

u = √x [Y₀(s₀)J₁(s) − J₀(s₀)Y₁(s)]

The Bessel Wronskian J₁Y₀ − J₀Y₁ = 2/(πs) gives u(z₀) = √z₀·2/(π√(8z₀)), so u(z₀)² = 1/(2π²). At large s, J₁ and Y₁ are √(2/πs) times a cosine and a sine of one phase, so the squared amplitude of u is xM·2/(π√(8x)) with M = J₀(s₀)² + Y₀(s₀)². Multiplying by p = √(2/x) gives C² = M/π. Then

S → k/(2πM),  A_edge = S/(2πk) = 1/{4π²[J₀(s₀)² + Y₀(s₀)²]}

J₀ and Y₀ have no common zero, their Wronskian being nonzero, so A_edge is finite and positive for every z₀. The singularity is replaced by a step. For a wide cutoff M ≈ 2/(πs₀) and S ≈ k√(z₀/2), which is the semiclassical k/p(0).

Q. Is the step due to the cutoff or to the tail?

A. To the tail. For a short-range well the zero-energy even solution with φ(0) = 1 is b + cz outside the well. At small k, B² = φ² + φ′²/k² ≈ c²/k², so S ≈ k²/c² and A vanishes like k. For U = 2exp(−z²) integration gives S(0.02)/S(0.01) = 3.9991, near the factor 4 of that law. The exception is c = 0, a zero-energy resonance, for which S stays finite and 1/k survives. The free pair, φ = 1, is such a case.

Q. Suppose the continuum loses weight. What do the bound states look like, and how strong are they?

A. Put E = −κ², ν = 1/κ, y = 2κx. The equation u″ = (κ² − 2/x)u becomes u_yy = (1/4 − ν/y)u. For Re ν < 1 take

u = e^(−y/2) w,  w = yJ,  J = ∫₀^∞ e^(−yt) (1 + 1/t)^ν dt

With g = (1 + 1/t)^ν, the integrand of yJ″ + (2 − y)J′ − (1 − ν)J is e^(−yt)[yt² + yt − 2t − (1 − ν)]g, which equals −d/dt[e^(−yt) t(1 + t)g]; the bracket vanishes at both ends, so the combination is zero. Then u_yy = e^(−y/2)[yJ″ + (2 − y)J′ − J + yJ/4] = (1/4 − ν/y)u. At large y only small t contributes, where g ≈ t^(−ν), so J ≈ Γ(1 − ν)y^(ν−1) and w ≈ Γ(1 − ν)y^ν. This power cannot offset e^(−y/2), so u decays; it is the Whittaker function W_(ν,1/2)(y) up to a factor. The logarithmic derivative continues analytically to ν > 1 and to κ = −ik, where e^(−κx) becomes the outgoing e^(ikx):

D(κ) = −u′/u = κ − 2κ w_y/w at y₀ = 2κz₀

The kernel from a source at the origin is c·u(|z| + z₀), and (H − E)𝒢 = δ(z) demands a slope jump of −1, that is −2cu′(z₀) = 1. So

𝒢 = 1/(2D)

At κ = −ik this reproduces S = 2k Im 𝒢 = −k Im D/|D|². Even bound states are zeros of D. Near one, Eₙ − E = κ² − κₙ² ≈ 2κₙδκ, so fₙ/(2κₙδκ) = 1/(2D′δκ) with fₙ = |φₙ(0)|²:

fₙ = κₙ/D′(κₙ)

One case is elementary. For z₀ = a, u = xe^(−x) obeys u″ = u − 2u/x and u′(1) = 0, so ν = 1. With ∫₁^∞ x²e^(−2x) dx = (1/2 + 1/2 + 1/4)e^(−2), the strength is e^(−2)/(2·(5/4)e^(−2)) = 0.4/a.

High in the series the WKB form holds up to the turning point 2ν². The norm over both half-lines is 2C²∫dx/(2p), and the phase ∫p dx, which advances by π per even level, has energy derivative ∫dx/(2p). So fₙ dn/dE = u(z₀)²/(2πC²) = A_edge. The phase from 0 to 2ν² is πν, so ν advances by one per level, dE/dn = 2/ν³, and

fₙνₙ³/2 → A_edge

The averaged spectrum is continuous across the edge.

Q. "Weight moves" suggests a conservation law, but ∫A₀ dE diverges. Is there an exact statement?

A. There is one for the difference. The spectral form at E = −κ², below all levels, and its free counterpart 1/(2κ) = ∫₀^∞ dk/[π(k² + κ²)] give

𝒢 − 𝒢₀ = Σₙ fₙ/(Eₙ + κ²) − ∫₀^∞ (1 − S) dk/[π(k² + κ²)]

Multiply by κ² and let κ → ∞. The lower bound on S gives 0 < 1 − S < (2/z₀)/(k² + 2/z₀), which is integrable, so the limit may be taken under the integral. On the left, 0 ≤ U ≤ 2/z₀ places H between −d²/dz² − 2/z₀ and −d²/dz², and the resolvents are ordered oppositely:

0 ≤ 𝒢 − 𝒢₀ ≤ 1/(2√(κ² − 2/z₀)) − 1/(2κ) ≈ 1/(2z₀κ³)

So κ²(𝒢 − 𝒢₀) → 0 and

Σₙ fₙ = ∫₀^∞ (1 − S) dk/π

The receiver is the whole even series, not the lowest exciton alone.

To evaluate the integral we need its tail. The function γ̃ = h′/h = −D obeys γ̃′ + γ̃² + Q = 0. Write γ̃ = ip + g₁ + g₂. The orders give ip′ + 2ipg₁ = 0, so g₁ = −Q′/(4Q), and g₁′ + g₁² + 2ipg₂ = 0, so g₂ = iλ with λ = (g₁′ + g₁²)/(2p). Then S = k(p + λ)/[(p + λ)² + g₁²]. Here g₁²/p² is of order k⁻⁶, λ/p ≈ −U″/(8k⁴), and k/p = 1 − U/(2k²) + 3U²/(8k⁴). With U = 2/z₀ and U″ = 4/z₀³ at the origin,

1 − S = c₂/k² − c₄/k⁴ + O(k⁻⁶),  c₂ = 1/z₀,  c₄ = 3/(2z₀²) + 1/(2z₀³)

Q. In what sense, then, does the lowest exciton take the weight?

A. It takes all of it only as z₀ → 0, which needs w at small y. Write (1 + 1/t)^ν = 1 + ν/(1 + t) + r(t), where r falls as t⁻². Then w = 1 + y[ν∫e^(−yt)dt/(1 + t) + ∫r dt + …]. The first integral is −ln y − γ for small y, γ being Euler's constant. In the second put σ = 1/(1 + t), integrate by parts with (σ − 1)/σ as the antiderivative of 1/σ² (the boundary terms vanish), and set v = 1 − σ:

∫r dt = ∫₀¹ [(1 − σ)^(−ν) − 1 − νσ] dσ/σ² = ν∫₀¹ (v^(−ν) − v)/(1 − v) dv = ν[ψ(2) − ψ(1 − ν)]

With ψ(2) = 1 − γ,

w = 1 − νy[ln y + ψ(1 − ν) + 2γ − 1] + …,  w_y = −ν[ln y + ψ(1 − ν) + 2γ] + …

Since κν = 1, dropping terms of order y ln y and z₀ ln² y,

D₀ = κ + 2[ln 2κz₀ + ψ(1 − 1/κ) + 2γ],  f = κ/[1 + 2/κ + 2ψ′(1 − 1/κ)/κ²]

For the lowest state ν is small, ψ(1 − ν) ≈ −γ, and

κ₀ ≈ 2 ln(1/(2z₀κ₀)) − 2γ,  f₀/κ₀ → 1

so f₀ grows logarithmically without bound. For the others define L = −ln 2z₀ − 2γ. The condition D₀ = 0 reads ψ(1 − ν) = L + ln ν − 1/(2ν), which for large L needs ψ near a pole. At ν = n + δ, n = 1, 2, …, ψ(1 − ν) ≈ 1/δ and ψ′ ≈ 1/δ². To leading order in 1/L,

νₙ ≈ n + 1/L,  fₙ ≈ (1/n)/(2n²L²) = 1/(2n³L²)

To the same leading order the excited states together hold ζ(3)/(2L²), so their share falls as ζ(3)/(2L²κ₀); the exact sum is 0.75 of ζ(3)/(2L²) at z₀ = 10⁻⁶a and 0.89 of it at z₀ = 10⁻¹²a. The edge agrees: J₀ → 1 and Y₀ → (2/π)[ln(s₀/2) + γ] = −L/π give A_edge = 1/[4(π² + L²)], and 2A_edge/n³ → 1/(2n³L²).

In the continuum κ = −ik gives ln 2κz₀ = ln 2kz₀ − iπ/2 and 1/κ = i/k. From ψ(1 + iτ) = −γ + Σₘ[1/m − 1/(m + iτ)], Im ψ = Στ/(m² + τ²) = −1/(2τ) + (π/2)coth πτ. At τ = −1/k,

Im D₀ = −k − π + k − π coth(π/k) = −P,  P = 2π/(1 − e^(−2π/k))

S = kP/(P² + T²),  T = 2[ln 2kz₀ + Re ψ(1 + i/k) + 2γ]

The odd factor −Im D/k becomes P/k, the three-dimensional Sommerfeld factor; at k = 1/a it is 6.2949, beside the 6.2946 found at z₀ = 10⁻⁶a.

Q. A deep narrow well is a delta function, for which f₀ = κ₀ and S = k²/(k² + κ₀²). That makes ∫(1 − S)dk/π = κ₀/2, half of f₀. Your sum rule fails.

A. For the delta function U is unbounded, D = κ − κ₀, and κ²(𝒢 − 𝒢₀) → κ₀/2 instead of zero, which supplies the difference. At finite z₀ the other half is found in the continuum. For κ₀ ≪ k ≪ 1/z₀, P ≈ k + π and |T| ≪ k, so 1 − S ≈ T²/k² + π/k. The first term is the delta-like one. The second contributes ∫dk/k = ln(1/(κ₀z₀)), which is κ₀/2 to leading logarithmic order.

Q. Show me numbers.

A. Take round model parameters μ = 0.05, ε = 12, z₀ = 0.2a. Then R is 0.05/144 of the hydrogen Rydberg, 4.7242 meV; a is 240 Bohr radii, 12.700 nm; z₀ = 2.540 nm. D is summed from the full logarithmic series, whose first term was derived above and whose later terms come from the equation for w, which is yw″ − yw′ + νw = 0. Inserting w = 1 + Σⱼ y^(j+1)(aⱼ ln y + bⱼ), the logarithmic terms give (j+1)(j+2)aⱼ₊₁ = (j + 1 − ν)aⱼ, and the others give bⱼ₊₁/aⱼ₊₁ = bⱼ/aⱼ + 1/(j + 1 − ν) − 1/(j+1) − 1/(j+2), which is solved by ψ(x + 1) = ψ(x) + 1/x. With α = 1 − ν,

w = 1 − ν Σⱼ (α)ⱼ y^(j+1)/[j!(j+1)!] × [ln y + ψ(α+j) − ψ(1+j) − ψ(2+j)]

The digits below belong to the model Hamiltonian; a real wire would not fix more than the leading ones. A and A₀ are in 1/(R a).

E = 0.01 R: S = 0.0333, lower bound 0.0010, A = 0.05292, A₀ = 1.59155
E = 0.1 R: S = 0.1050, lower bound 0.0099, A = 0.05286, A₀ = 0.50329
E = 1 R: S = 0.3254, lower bound 0.0909, A = 0.05178, A₀ = 0.15915
E = 10 R: S = 0.7438, lower bound 0.5000, A = 0.03744, A₀ = 0.05033
E = 100 R: S = 0.9567, lower bound 0.9091, A = 0.01523, A₀ = 0.01592

The lower bound is far below S near the edge, where it goes as k² and S as k. At the edge s₀ = √1.6 = 1.26491, J₀ = 0.63827, Y₀ = 0.26685, so

A_edge = 1/[4π²(0.63827² + 0.26685²)] = 0.052927/(R a),  S/k → 2π × 0.052927 = 0.33255 a

The continuum is almost flat up to 1 R, while A₀ falls by a factor of ten between 0.01 R and 1 R.

Roots of D by bracketing, with D′ by central differences, give

ν₀ = 0.54398, E = −3.37935 R, f = 0.906083/a
ν₁ = 1.61663, E = −0.38263 R, f = 0.025446/a
ν₂ = 2.62246, E = −0.14541 R, f = 0.005895/a
ν₃ = 3.62417, E = −0.07613 R, f = 0.002228/a

The lowest exciton is bound by 1/0.54398² = 3.37935 R = 15.965 meV, about 16 meV. At the sixteenth level, ν = 15.6259, fν³/2 = 0.052930/(R a), next to A_edge. The remaining levels sum by the midpoint rule to ∫2A_edge dν/ν³ = 0.052927/(15.6259 + 0.5)² = 0.000204/a, so

Σfₙ = 0.942516 + 0.000204 = 0.942720/a

On the other side, Gauss–Legendre quadrature of (1 − S)/π up to k = 50/a gives 0.910972/a. With c₂ = 5 and c₄ = 37.5 + 62.5 = 100, the tail is [5/50 − 100/(3·50³)]/π = 0.031746/a, for a total of 0.942718/a. The two sides differ by 2 × 10⁻⁶/a, each carrying a truncated tail. The lowest exciton holds 0.906083/0.942720 = 96.1 % of the transferred weight. At κ = 40/a the series gives 𝒢 − 𝒢₀ = 3.7039 × 10⁻⁵/(R a), below the 1/(2z₀κ³) = 3.9063 × 10⁻⁵ that governs its decay.

Q. And how far can I trust the small-z₀ laws?

A. The same root search at four cutoffs gives

z₀ = a: binding 1.0000 R, f₀ = 0.4000/a, f₁ = 0.02613/a, share 90.4 %
z₀ = 0.2a: binding 3.3794 R, f₀ = 0.9061/a, f₁ = 0.02545/a, share 96.1 %
z₀ = 10⁻²a: binding 21.227 R, f₀ = 3.0616/a, f₁ = 0.01455/a, share 99.4 %
z₀ = 10⁻⁴a: binding 128.70 R, f₀ = 9.4317/a, f₁ = 0.00538/a, share 99.9 %

The share rises through these four values; a rise for all z₀ has not been proved here. With a = 12.7 nm, z₀ = 10⁻²a is 0.127 nm, so the last two rows and the smaller cutoffs below are limits of H, not wires. The formulas built on D₀ are accurate at z₀ = 10⁻⁴a as long as kz₀ or κz₀ is very small; the continuum formula overestimates 1 − S by 14 % at k = 300/a and by a factor of two at k = 3000/a. They give ν₀ = 0.08822 and f₀ = 9.40022/a, where inward shooting on the Schrödinger equation gives 0.08815 and 9.43169/a. At k = 1/a, with P = 6.2949/a and T = −14.5362/a, S = 6.2949/(6.2949² + 14.5362²) = 0.02509, where integration gives 0.02510. The leading-logarithm forms converge far more slowly, their corrections being of relative order 1/L or 1/κ₀. At z₀ = 10⁻⁶a (L = 11.968, κ₀ = 19.343/a) the ratios f₀/κ₀ and 2L²f₁, which tend to one, are 0.8986 and 0.7329; at z₀ = 10⁻¹²a (L = 25.783, κ₀ = 45.174/a) they are 0.9561 and 0.8752. The dominance of the lowest exciton at z₀ = 0.2a is therefore a computed fact, not a consequence of those limits.

Q. Where does the model itself stop describing a wire?

A. A single cutoff potential presumes that the pair stays in its lowest transverse subbands, which requires the binding energy and E to be small beside the subband spacing. As a scale, take a parabolic wire with relative Hamiltonian −∇² + ρ²/l⁴ − 2/r and l = 0.44a, whose lowest subband alone also binds by 3.379 R. Its next subband of zero angular momentum lies 4/l² = 20.7 R (98 meV) higher, so the row at 100 R is outside the regime and the row at 10 R is about halfway to that subband. Admitting the higher subbands raises the binding only to 3.54 R, but it raises the strength of the lowest exciton, measured against the free transverse density at the axis, from 0.84/a to roughly 1.5/a. Strengths are thus far more sensitive than energies, and S < 1 is proved here only for the one-subband H. The bounds on S and the finite step concern low energies and need, within one subband, only a strictly decreasing interaction, with a 1/|z| tail for the step. The sum rule draws on large k: in the example 41 % of the 0.942718/a comes from E > 10 R (47 meV), 29 % from kz₀ > 1 (E > 118 meV), 16 % from E > 100 R (472 meV), and 0.031746/a from k > 50/a, which is 11.8 eV above the gap. At the higher of these energies neither a single subband, parabolic bands nor a constant matrix element can be assumed, so the rule is exact for H but not quantitative for a wire. Within the two-body model, a static screening that makes the tail short-ranged turns the step into an onset proportional to k, and brings back the 1/k edge at a screening strength where an even level reaches zero energy. Free carriers in the wire also fill states and block transitions, which H does not describe.
